\section*{Tunnelling Contact Resistivity of a Depleted Metal–Semiconductor Barrier}

The resistivity $\rho_c$ of a metal contact to heavily doped semiconductor varies, in its leading exponent, as $\exp(\text{const}\times\phi/\sqrt N)$, where $\phi$ is the barrier height and $N$ the density of active dopants. For an n-type semiconductor at zero temperature the WKB model of a fully depleted barrier gives the bracket
\begin{equation}
\phi-\mu\ln\!\Big(1+\frac{\phi}{\mu}\Big)\;\le\;E_{00}\ln(\rho_c G_0)\;\le\;\phi+\mu ,
\label{bracket}
\end{equation}
with
\begin{equation}
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}},\qquad
G_0=\frac{g\,q^2m_t\,\mu}{2\pi^2\hbar^3}.
\label{defs}
\end{equation}
When $\mu\ll\phi$ both bounds approach $\phi$, so that
\begin{equation}
\ln(\rho_cG_0)\simeq\frac{\phi}{E_{00}}=\frac{2\sqrt{m\varepsilon}}{q\hbar}\,\frac{\phi}{\sqrt N}.
\label{law}
\end{equation}
Here $\phi$ is measured from the metal Fermi level up to the band edge at the interface, $\mu$ is the Fermi energy above the band edge in the bulk, $\varepsilon$ is the permittivity and $q>0$ the elementary charge. The current is carried by $g$ equivalent band valleys, each with mass $m$ along the interface normal and in-plane masses $m_y,m_z$, and $m_t=\sqrt{m_ym_z}$. Energies in formulas are in joules; numbers are quoted in eV.

The barrier comes first. Let $x$ run from the metal at $x=0$ into the semiconductor, and let $v(x)$ be the height of the local band edge above its bulk value. At zero bias the Fermi level is common to both sides, so $v(0)=\phi+\mu\equiv\psi$. Full depletion means that the charge density is $qN$ for $x<W$ and zero beyond. The electron potential energy then obeys $v''=q^2N/\varepsilon$ with $v(W)=v'(W)=0$. Integrating twice,
\begin{equation}
v=\frac{q^2N}{2\varepsilon}(W-x)^2=\psi\Big(1-\frac{x}{W}\Big)^2,\qquad W^2=\frac{2\varepsilon\psi}{q^2N}.
\end{equation}
Eliminating $x$ gives the slope as a function of height:
\begin{equation}
\Big|\frac{dv}{dx}\Big|=\frac{q^2N}{\varepsilon}(W-x)=\sqrt{\frac{2q^2Nv}{\varepsilon}} .
\label{slope}
\end{equation}

With parabolic bands and conserved in-plane momentum, the motion along $x$ separates. Let $e$ be the energy of that motion above the bulk band edge. In the WKB approximation the transmission is $e^{-b}$, where $b$ is twice the integral of the decay constant over the forbidden region $v>e$. Equation (\ref{slope}) turns the integral over position into one over height:
\begin{align}
b(e)&=\frac{2}{\hbar}\int\sqrt{2m(v-e)}\,dx
=\frac{2}{\hbar}\sqrt{2m}\sqrt{\frac{\varepsilon}{2q^2N}}\int_e^{\psi}\sqrt{\frac{v-e}{v}}\,dv\nonumber\\
&=\frac{1}{E_{00}}\int_e^{\psi}\sqrt{1-\frac ev}\,dv ,
\label{bint}
\end{align}
because the factors in front combine to $(2/q\hbar)\sqrt{m\varepsilon/N}=1/E_{00}$. The origin of the law is visible here. The barrier is a length proportional to $\sqrt{\psi/N}$ multiplied by a decay constant proportional to $\sqrt\psi$, and the product is $\psi/\sqrt N$.

To do the integral, set $v=e\cosh^2t$. Then $\sqrt{1-e/v}=\tanh t$ and $dv=2e\cosh t\sinh t\,dt$, so the integrand becomes $2e\sinh^2t=e(\cosh2t-1)$. The upper limit $t_m$ satisfies $\cosh t_m=\sqrt{\psi/e}$ and $\sinh t_m=\sqrt{(\psi-e)/e}$. Hence
\begin{align}
E_{00}\,b(e)&=e\,(\sinh t_m\cosh t_m-t_m)\nonumber\\
&=\sqrt{\psi(\psi-e)}-e\,\mathrm{arccosh}\sqrt{\psi/e}.
\label{bclosed}
\end{align}
For $e\ge\psi$ the model takes $b=0$. The derivative with respect to $e$ is also needed. The integrand of (\ref{bint}) vanishes at the lower limit, so that limit contributes nothing, and the same substitution gives
\begin{equation}
\frac{db}{de}=-\frac{1}{2E_{00}}\int_e^\psi\frac{dv}{\sqrt{v(v-e)}}=-\frac{t_m}{E_{00}}=-\frac{1}{E_{00}}\,\mathrm{arccosh}\sqrt{\frac{\psi}{e}} .
\label{dbde}
\end{equation}

The current follows by counting states. Let a bias $V$ raise the semiconductor's electron energies by $qV$ relative to the metal, and write $f(E)=[1+e^{(E-\mu)/kT}]^{-1}$. A semiconductor state of total energy $E$ has occupation $f(E)$, while the metal state at the same energy has occupation $f(E+qV)$. It is assumed that the metal offers a state at every in-plane momentum required. With two spins, the magnitude of the current density per valley is
\begin{equation}
J=\frac{2q}{(2\pi)^3}\int_{k_x>0}d^3k\;\frac{\hbar k_x}{m}\,e^{-b(e;V)}\,[f(E)-f(E+qV)] .
\end{equation}
Since $e=\hbar^2k_x^2/2m$, we have $(\hbar k_x/m)\,dk_x=de/\hbar$. In the plane, states with kinetic energy below $E_\perp$ fill an ellipse of area $2\pi m_tE_\perp/\hbar^2$, so $dk_y\,dk_z$ becomes $(2\pi m_t/\hbar^2)\,dE_\perp$. Therefore
\begin{equation}
J=\frac{q\,m_t}{2\pi^2\hbar^3}\int_0^\infty\! de\,e^{-b(e;V)}\int_0^\infty\! dE_\perp\,[f(E)-f(E+qV)],
\end{equation}
with $E=e+E_\perp$. The bias also changes the barrier, because $\psi$ becomes $\psi-qV$. At $V=0$, however, the derivative of $e^{-b}$ multiplies an occupation difference that vanishes, and what remains is $-q\,\partial f/\partial E$. Its integral over $E_\perp$ is $qf(e)$. Summing over $g$ valleys,
\begin{equation}
\frac1{\rho_c}=\frac{dJ}{dV}\Big|_{0}=\frac{g\,q^2m_t}{2\pi^2\hbar^3}\int_0^\infty e^{-b(e)}f(e)\,de .
\label{cond}
\end{equation}

At zero temperature $f=1$ below $\mu$ and zero above. If the transmission were unity, the integral would be $\mu$ and the conductance per area would be $G_0$. Thus $1/(\rho_cG_0)$ is the mean of $e^{-b}$ over $0<e<\mu$. By (\ref{dbde}) $b$ decreases with $e$, so this mean lies between $e^{-b(0)}$ and $e^{-b(\mu)}$, and
\begin{equation}
b(\mu)\le\ln(\rho_cG_0)\le b(0)=\frac{\psi}{E_{00}} .
\end{equation}
For $0\le z\le1$ one has $\sqrt{1-z}\ge1-z$, which bounds the left side from below:
\begin{equation}
E_{00}\,b(\mu)\ge\int_\mu^\psi\Big(1-\frac\mu v\Big)dv=\phi-\mu\ln\frac{\psi}{\mu}.
\end{equation}
With $\psi/\mu=1+\phi/\mu$ this is (\ref{bracket}).

The bracket also shows what the law does not say. Relative to $\phi/E_{00}$, the error of (\ref{law}) vanishes as $\mu/\phi\to0$. The absolute error in the logarithm is bounded by $\mu/E_{00}$ times 1 or $\ln(1+\phi/\mu)$, whichever is larger. For a parabolic band at zero temperature $\mu\propto N^{2/3}$, so $\mu/E_{00}\propto N^{1/6}$ shrinks very slowly as $N$ is reduced, while the factor $\ln(1+\phi/\mu)$ grows; over a practical range of doping the absolute error need not fall. The exponent is therefore better determined than the resistivity. Moreover $G_0$ itself depends on doping through $\mu$, and it can be ignored beside the exponential only if $E_{00}\ll\phi$.

The dependence on barrier height can be stated more sharply, at any temperature. At fixed $N$ and $T$, $\mu$ is fixed and $d\psi=d\phi$. Differentiating the upper limit of (\ref{bint}) and using (\ref{cond}),
\begin{equation}
\frac{\partial\ln\rho_c}{\partial\phi}=\frac1{E_{00}}\Big\langle\sqrt{1-e/\psi}\Big\rangle<\frac1{E_{00}},
\label{phislope}
\end{equation}
where the average is weighted by $e^{-b}f$ and the root is replaced by zero for $e>\psi$. Electrons entering above the band edge feel a barrier that responds less than fully to $\phi$.

Temperature sets a lower limit to the doping at which the law holds. Well above the Fermi level $f\simeq e^{-(e-\mu)/kT}$, and the integrand of (\ref{cond}) is stationary where $-db/de=1/kT$. By (\ref{dbde}) this occurs at
\begin{equation}
e^*=\frac{\psi}{\cosh^2\theta},\qquad \theta=\frac{E_{00}}{kT}.
\end{equation}
If $e^*$ exceeds $\mu$ by several $kT$, most of the current flows near $e^*$. There $\sqrt{\psi(\psi-e^*)}=\psi\tanh\theta$ and $\mathrm{arccosh}\sqrt{\psi/e^*}=\theta$, so
\begin{equation}
b(e^*)+\frac{e^*-\mu}{kT}=\frac{\psi\tanh\theta}{E_{00}}-\frac{e^*}{kT}+\frac{e^*-\mu}{kT}
=\frac{\psi\tanh\theta}{E_{00}}-\frac{\mu}{kT}.
\end{equation}
This is thermionic field emission. Apart from prefactors, the slope of $\ln\rho_c$ with $\phi$ is $\tanh\theta/E_{00}$, which tends to $1/kT$ for small $\theta$: the resistivity then stops following $1/\sqrt N$. A test with an artificially tall barrier of 6 eV, $N=5\times10^{18}$ cm$^{-3}$ and 300 K gave a slope of 28.36 eV$^{-1}$ from the full integral, against 28.45 eV$^{-1}$ from the formula. For a realistic barrier of 0.6 eV at the same doping and temperature the full integral gives 27.5 eV$^{-1}$, about 3\% below the formula. The condition $e^*=\mu$ marks a gradual crossover to field emission near the Fermi level, whose leading exponent is that of (\ref{law}).

Consider now a silicide-type contact on n-type (100) silicon at 300 K, with rough typical parameters: $N=10^{20}$ cm$^{-3}$, $\phi=0.6$ eV, relative permittivity 11.7, and valley masses 0.19 and 0.92 in units of the free-electron mass. Four of the six valleys present the light mass to the interface, so $g=4$, $m=0.19$ and $m_t=\sqrt{0.19\times0.92}=0.418$. All six valleys hold electrons and fix $\mu=0.0652$ eV, giving $\psi=0.6652$ eV. Equation (\ref{defs}) gives $E_{00}=0.1245$ eV, which is 4.8 times $kT$. The depletion width is 2.93 nm and the interface field $2\psi/(qW)$ is 4.5 MV/cm. At the Fermi level (\ref{bclosed}) gives
\begin{equation}
b(\mu)=\frac{\sqrt{0.6652\times0.6}-0.0652\,\mathrm{arccosh}\sqrt{0.6652/0.0652}}{0.1245}=4.12 .
\end{equation}
The integral (\ref{cond}) yields $\rho_c=3.9\times10^{-8}\ \Omega\,$cm$^2$, or $3.9\ \Omega\,\mu$m$^2$. Differentiating numerically a three-dimensional $k$-space sum for $J(V)$, with the barrier changing with bias, gives the same value to the four digits printed in the numerical output.

At zero temperature $\mu=0.0740$ eV and $1/G_0=4.99\times10^{-10}\ \Omega\,$cm$^2$. The computed $E_{00}\ln(\rho_cG_0)$ is 0.572 eV, inside the bracket from 0.437 to 0.674 eV. Hence $\rho_c=4.99\times10^{-10}\,e^{0.5715/0.1245}=4.9\times10^{-8}\ \Omega\,$cm$^2$. Replacing 0.5715 by $\phi$ gives $6.2\times10^{-8}\ \Omega\,$cm$^2$, about 26\% above that zero-temperature value. The ratio $E_{00}\ln(\rho_cG_0)/\phi$ is 0.953 here and rises to 0.993 at $10^{18}$ and 0.9995 at $10^{16}$ cm$^{-3}$. These last two are formal limits of the model, which keeps the donors ionised and the electrons metallic at any density.

At 300 K and fixed doping, the slope of $\ln\rho_c$ with $\phi$ is 7.58 eV$^{-1}$, below $1/E_{00}=8.03$ eV$^{-1}$ as (\ref{phislope}) requires. Raising the barrier by 0.1 eV multiplies $\rho_c$ by 2.1. At fixed barrier, $\rho_c$ falls from $3.3\times10^{-7}$ to $3.9\times10^{-8}$ and $7.2\times10^{-9}\ \Omega\,$cm$^2$ as $N$ goes from $5\times10^{19}$ to $10^{20}$ and $2\times10^{20}$ cm$^{-3}$. A straight line through the end points of $\ln\rho_c$ against $\phi/\sqrt N$ has slope $9.0\times10^{10}$ cm$^{-3/2}$eV$^{-1}$, while the law gives $8.0\times10^{10}$. If the barrier were unknown and extracted with the bare law from the slope of $\ln\rho_c$ against $1/\sqrt N$, it would thus come out about one eighth too large in this model for these end points; the deviation depends on the doping range and can change sign. End points of $2\times10^{19}$ and $8\times10^{19}$ cm$^{-3}$, for example, give a barrier about 6\% too small. The doping dependence of $G_0$ steepens the line; at zero temperature it alone would add $\ln(4^{2/3})\simeq0.92$ to the change of the logarithm over this range. The computed change exceeds that of the law by only 0.43, so the remaining corrections, temperature included, together offset about half of this term. At zero temperature the excess over the law is 0.84, so most of the offset is thermal.

The crossover $e^*=\mu$ lies at $3.0\times10^{19}$ cm$^{-3}$. At $10^{20}$ cm$^{-3}$, $e^*$ is only 0.0002 eV, yet half of the current still has normal energy above the Fermi level. The reason is that $-db/de$ at $e=\mu$ is $1.83/0.1245\simeq15$ eV$^{-1}$, against $1/kT\simeq39$ eV$^{-1}$. The thermal tail therefore decays over about $1/(39-15)$ eV, or 0.04 eV, which is comparable with $\mu$. Heating is a moderate correction here: $\rho_c$ is 1.25 times the 300 K value at 0 K and 0.86 times at 400 K.

Several effects left out of the model matter more. Each factor below multiplies the 300 K model resistivity. The image force, an added energy $-q^2/(16\pi\varepsilon x)$, lowers the barrier top by 0.23 eV and gives 0.48. Two-band dispersion reduces the decay constant inside the gap. With the fundamental gap of 1.12 eV it would give 0.52, and 0.33 together with the image force, but this overstates the effect. In-plane momentum is conserved, and at the in-plane momentum of the four light valleys the valence states lie several eV below the conduction band. A gap of 3 to 4 eV in the same formula gives only 0.80 to 0.85, or about 0.4 together with the image force, and even this is generous. In a local empirical-pseudopotential band structure of silicon the separation at that momentum is about 4 eV, but the decay constant follows the formula with an effective gap near 6 eV, which gives about 0.89, or 0.45 together with the image force. Electrons spilling into the depletion edge reduce its net charge, which thickens the barrier and gives 1.46. The two heavy-mass valleys change the result by only 0.2\%.

WKB also omits reflection factors. For a thick barrier ending abruptly at a metal, and for $e$ well above $E_{00}$, the transmission is close to $e^{-b}$ times $4v_mv_s/(v_m^2+v_s^2)$, where $v_m$ is the metal velocity and $v_s=\sqrt{2(\psi-e)/m}$. This standard factor was tested rather than derived here: at $N=10^{17}$ cm$^{-3}$, $\psi=0.6$ eV and $e=0.1$ eV, the wave equation gives 1.002 times the product. In the example $\mu$ is only about half of $E_{00}$, so the factor is a guide rather than an accurate correction. For a free-electron metal in which the normal kinetic energy at the Fermi level is 10 eV, it is 1.7 at that level. The full wave calculation gives a resistivity factor of 0.52, so most of the change is this interface factor.

The largest uncertainty is local. A cube of side $W$ contains on average 2.5 donors, with a relative Poisson spread of 0.63. Lowering or raising the donor density in the barrier by that spread, at fixed $\mu$, multiplies the resistivity by 12.5 or 0.41. Equal areas of the two kinds in parallel would give $2/(1/12.5+1/0.41)\simeq0.8$. The mean is thus far less affected than the local current, although this two-point estimate ignores lateral variation of the potential.

Contact resistivities of roughly $10^{-8}$ to $10^{-7}\ \Omega\,$cm$^2$ are the familiar scale for silicide contacts on silicon doped near $10^{20}$ cm$^{-3}$, and none of the chosen parameters is far from typical. Agreement in size does not validate the model, since the image force lowers the result by a factor of about two, the electron tail raises it by about 1.5, dopant fluctuations can change the local current far more than that, and these effects have not all been combined. Real contacts break the assumption of a sharp, uniform barrier in particular. Within the model, doubling $N$ from $10^{20}$ cm$^{-3}$ at fixed barrier lowers $\rho_c$ by a factor of 5.5. Part of that gain comes from the higher $\mu$ in the bulk, but most of it requires the added donors to be electrically active within the few nanometres next to the metal, because $N$ in (\ref{law}) is the ionised density there and not the total chemical concentration.

\section*{Numbers as computed}
\begin{verbatim}
inputs: N = 1.0e+20 cm^-3, phi = 0.6 eV, T = 300 K
inputs: eps_r = 11.7, masses 0.19 and 0.92 m0, gap 1.12 eV
in-plane mass of light valleys = 0.4181 m0
thermal energy kT = 0.02585 eV
Fermi energy mu: 300 K 0.0652 eV, 0 K 0.0740 eV
total bending psi at 300 K = 0.6652 eV
E00 = 0.1245 eV, E00/kT = 4.817, phi/E00 = 4.818
width W = 2.933 nm, interface field = 4.54 MV/cm
action b at Fermi level = 4.116
rho_c at 300 K = 3.941e-08 ohm cm^2 = 3.941 ohm um^2
rho_c from k-space J(V) = 3.941e-08 ohm cm^2
1/G0 at 0 K = 4.992e-10 ohm cm^2
leading law exp(phi/E00)/G0 = 6.178e-08 ohm cm^2
0 K bracket: 0.4365 <= 0.5715 <= 0.6740 eV
0 K model, N=1e+20 cm^-3: E00 ln(rho G0)/phi = 0.9525
0 K model, N=1e+18 cm^-3: E00 ln(rho G0)/phi = 0.9933
0 K model, N=1e+16 cm^-3: E00 ln(rho G0)/phi = 0.9995
0 K model, N=1e+14 cm^-3: E00 ln(rho G0)/phi = 1.0000
d ln rho/d phi = 7.575 /eV; 1/E00 = 8.030 /eV
rho factor for +0.1 eV barrier, fixed N = 2.139
300 K, N = 5e+19 cm^-3: rho_c = 3.330e-07 ohm cm^2
300 K, N = 1e+20 cm^-3: rho_c = 3.941e-08 ohm cm^2
300 K, N = 2e+20 cm^-3: rho_c = 7.209e-09 ohm cm^2
law slope in phi/sqrt(N) = 8.030e+10 cm^-1.5/eV
apparent slope, 5e19 to 2e20 = 9.034e+10 cm^-1.5/eV
e* = 1.74e-04 eV at example doping
doping where e* = mu: 3.010e+19 cm^-3
current share above Fermi level (normal energy) = 0.502
thermal test N=5e18 cm^-3, phi=6 eV: slope 28.363, formula 28.448 /eV
thick barrier: wave/WKB with interface factor = 1.0021
neglected effects, resistivity divided by 300 K model value:
  temperature 0 K: 1.247; 400 K: 0.859
  heavy valleys added: 0.9976
  image force: 0.479 (lowering 0.231 eV)
  two-band dispersion: 0.518
  image force and two-band together: 0.325
  free-electron tail: 1.458
  wave equation, metal 10 eV deep: 0.515
  donors in W^3 = 2.52, relative spread = 0.630
  local donor density minus/plus spread: 12.529 / 0.409
\end{verbatim}
